**Causality of a continued GW self-energy matrix**

The program compares element-wise and matrix continuation of \(\Sigma(z)\), a 2×2 G0W0 self-energy block of water, from six imaginary frequencies. Causality requires \(\Gamma=i(\Sigma-\Sigma^\dagger)/2\ge0\) in the upper half-plane, and \(P\) denotes the Pick matrix of the data. The program asserts that the pole sum for \(\Sigma\) agrees with a direct frequency integral, and that \(P\) agrees with its explicit sum over poles. It also asserts that both continuations reproduce the data, that the matrix interpolant stays positive on the scanned grid, and that the element-wise one does not at a broadening of 0.5 eV. There the lowest eigenvalue of \(\Gamma\) is −4.79 eV element-wise and 0.0047 eV for the matrix interpolant. Further assertions cover the matching count of negative eigenvalues in the Green's function spectrum, the exact recovery of a three-pole model, and the loss of a positive \(P\) at relative noise of \(10^{-2}\). The output also shows that positivity does not bring accuracy: the relative spectral error is 1.46 element-wise and 1.23 for the matrix interpolant.

## Numerical check

```python
# Result under test: a self-energy matrix Sigma(z) = sum_s w_s w_s^T/(z-E_s) has
# Gamma = i(Sigma-Sigma^dagger)/2 >= 0 for Im z > 0.  Interpolating each matrix
# element separately from imaginary-axis data loses this property, while the
# matrix interpolant S(z) = B^dagger (zP-K)^(-1) B keeps it if the Pick matrix P
# is positive.  P_jk = -(Sigma_k-Sigma_j^dagger)/(z_k-conj(z_j)),
# K_jk = z_k P_jk - Sigma_j^dagger, B_j = Sigma_j^dagger, z_k = data nodes.
# Example: G0W0@HF self-energy of water, orbitals 1 = HOMO-1 and 2 = LUMO.
# Energies are relative to mid-gap; hartree inside, eV in the output.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo

mp.mp.dps = 50
HA = physical_constants["Hartree energy in eV"][0]


def pick_matrix(nodes, values):
    m, n = values[0].rows, len(nodes)
    pick = mp.matrix(n * m, n * m)
    for j in range(n):
        for k in range(n):
            block = -(values[k] - values[j].H) / (nodes[k] - mp.conj(nodes[j]))
            for a in range(m):
                for b in range(m):
                    pick[j * m + a, k * m + b] = block[a, b]
    return pick


def interpolant(nodes, values):
    """Poles and matrix residues of B^dagger (zP-K)^(-1) B; no sign is imposed."""
    m, n = values[0].rows, len(nodes)
    pick = pick_matrix(nodes, values)
    kmat = mp.matrix(n * m, n * m)
    bmat = mp.matrix(n * m, m)
    for j in range(n):
        adj = values[j].H
        for a in range(m):
            for b in range(m):
                bmat[j * m + a, b] = adj[a, b]
                for k in range(n):
                    kmat[j * m + a, k * m + b] = (
                        nodes[k] * pick[j * m + a, k * m + b] - adj[a, b])
    inv_pick = mp.inverse(pick)
    poles, right = mp.eig(inv_pick * kmat)
    left_part = bmat.H * right
    right_part = mp.inverse(right) * (inv_pick * bmat)
    residues = np.array([[[complex(left_part[a, s] * right_part[s, b])
                           for b in range(m)] for a in range(m)]
                         for s in range(n * m)])
    return np.array([complex(p) for p in poles]), residues


def evaluate(model, z):
    poles, residues = model
    z = np.atleast_1d(z)
    return np.einsum("zs,sab->zab", 1 / (z[:, None] - poles), residues)


def assemble(s11, s22, s12):
    return np.stack([np.stack([s11, s12], -1), np.stack([s12, s22], -1)], -2)


def gamma(sig):
    return 0.5j * (sig - np.conj(np.swapaxes(sig, -1, -2)))


def lowest(gam):
    return np.linalg.eigvalsh(gam)[:, 0]


def scalar_data(values, a, b):
    return [mp.matrix([[v[a, b]]]) for v in values]


def elementwise(nodes, values, z):
    parts = [evaluate(interpolant(nodes, scalar_data(values, a, b)), z)[:, 0, 0]
             for a, b in ((0, 0), (1, 1), (0, 1))]
    return assemble(*parts)


def thiele_coefficients(nodes, data):
    g, coef = list(data), []
    for p in range(len(nodes)):
        coef.append(g[p])
        for i in range(p + 1, len(nodes)):
            g[i] = (g[p] - g[i]) / ((nodes[i] - nodes[p]) * g[i])
    return coef


def thiele_value(nodes, coef, z):
    tail = 0 * z
    for k in range(len(coef) - 1, 0, -1):
        tail = coef[k] * (z - nodes[k - 1]) / (1 + tail)
    return coef[0] / (1 + tail)


# ---------- water: Hartree-Fock, direct RPA, self-energy poles ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
mol = gto.M(atom=[["O", (0, 0, 0)],
                  ["H", (0, bond * np.sin(half), bond * np.cos(half))],
                  ["H", (0, -bond * np.sin(half), bond * np.cos(half))]],
            basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
nmo, nocc = len(mf.mo_energy), mol.nelectron // 2
nvir = nmo - nocc
mid_gap = 0.5 * (mf.mo_energy[nocc - 1] + mf.mo_energy[nocc])
eps = mf.mo_energy - mid_gap
eri = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff), nmo)
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
v_pair = eri[:nocc, nocc:, :nocc, nocc:].reshape(nocc * nvir, -1)
root = np.sqrt(gaps)
omega2, zvec = np.linalg.eigh(np.diag(gaps**2) + 4 * root[:, None] * v_pair * root)
omega_rpa = np.sqrt(omega2)
xpy = root[:, None] * zvec / np.sqrt(omega_rpa)
chosen = [nocc - 2, nocc]
v_orb = eri[chosen][:, :, :nocc, nocc:].reshape(2, nmo, -1)
w_all = np.sqrt(2) * np.einsum("pmx,xs->pms", v_orb, xpy)
side = np.where(np.arange(nmo) < nocc, -1.0, 1.0)
true_poles = (eps[:, None] + side[:, None] * omega_rpa).ravel()
w = w_all.reshape(2, -1)
phase = 1.0 if np.dot(w[0], w[1]) > 0 else -1.0
w = w * np.array([[1.0], [phase]])
assert abs(np.dot(w[0], w[1])) > 1e-6
truth = (true_poles, np.einsum("as,bs->sab", w, w))

nodes_ev = np.array([10, 20, 40, 80, 160, 320.0])
nodes = [mp.mpc(0, x / HA) for x in nodes_ev]
nodes_np = np.array([complex(x) for x in nodes])

# Self-energy from the frequency integral of G times W, without RPA eigenvectors
nquad, scale = 400, 2.0
theta = (np.arange(nquad) + 0.5) * np.pi / nquad - np.pi / 2
sigma_quad = np.zeros((2, 2), complex)
for t in theta:
    x = scale * np.tan(t)
    weight = scale / np.cos(t)**2 * np.pi / nquad
    chi = -np.linalg.inv(np.diag((gaps**2 + x * x) / (4 * gaps)) + v_pair)
    wc = np.einsum("pmx,xy,qmy->pqm", v_orb, chi, v_orb, optimize=True)
    sigma_quad -= weight / (2 * np.pi) * (wc @ (1 / (nodes_np[1] + 1j * x - eps)))
sigma_quad *= np.array([[1, phase], [phase, 1]])
quad_error = np.abs(sigma_quad - evaluate(truth, nodes_np[1])[0]).max()
assert quad_error < 1e-7

# ---------- imaginary-axis data in high precision and interpolants ----------
data = []
for zk in nodes:
    inv = [1 / (zk - mp.mpf(float(e))) for e in true_poles]
    val = mp.matrix(2, 2)
    for a in range(2):
        for b in range(2):
            val[a, b] = mp.fsum(mp.mpf(float(w[a, s])) * mp.mpf(float(w[b, s]))
                                * inv[s] for s in range(len(inv)))
    data.append(val)
data_np = np.array([[[complex(v[a, b]) for b in range(2)] for a in range(2)]
                    for v in data])

model11 = interpolant(nodes, scalar_data(data, 0, 0))
model22 = interpolant(nodes, scalar_data(data, 1, 1))
model12 = interpolant(nodes, scalar_data(data, 0, 1))
plus_data = [mp.matrix([[(v[0, 0] + v[1, 1] + 2 * v[0, 1]) / 2]]) for v in data]
model_plus = interpolant(nodes, plus_data)
model_block = interpolant(nodes, data)


def element_sigma(z):
    return assemble(*[evaluate(m, z)[:, 0, 0] for m in (model11, model22, model12)])


fit_element = np.abs(element_sigma(nodes_np) - data_np).max()
fit_block = np.abs(evaluate(model_block, nodes_np) - data_np).max()
assert fit_element < 1e-9 and fit_block < 1e-9
assert np.abs(model_block[0].imag).max() < 1e-10

# Pick matrix from data against the explicit Gram sum over the true poles
pick = pick_matrix(nodes, data)
pick_np = np.array([[complex(pick[i, j]) for j in range(12)] for i in range(12)])
vecs = (w.T[:, None, :] / (nodes_np[None, :, None]
                           - true_poles[:, None, None])).reshape(-1, 12)
assert np.abs(pick_np - vecs.conj().T @ vecs).max() < 1e-11


def pick_ratio(values):
    ev = mp.eighe(pick_matrix(nodes, values), eigvals_only=True)
    ev = [float(mp.re(x)) for x in ev]
    return min(ev) / max(ev)


ratio_block = pick_ratio(data)
ratio_offdiag = pick_ratio(scalar_data(data, 0, 1))
assert ratio_block > 0 and ratio_offdiag < 0

# The scalar formula is the Pade approximant through nodes and their conjugates
both = nodes + [mp.conj(x) for x in nodes]
off = [v[0, 1] for v in data]
coef = thiele_coefficients(both, off + [mp.conj(x) for x in off])
for probe in (-1.3 + 0.05j, 0.2 + 0.1j, 1.7 + 0.05j):
    pade = complex(thiele_value(both, coef, mp.mpc(probe)))
    assert abs(pade - evaluate(model12, probe)[0, 0, 0]) < 1e-8 * (1 + abs(pade))

# ---------- spectra on the real axis ----------
grid_ev = np.arange(-60, 60.001, 0.05)
etas_ev = [0.5, 2.0, 5.0]
low_rows = []
for eta_ev in etas_ev:
    z = (grid_ev + 1j * eta_ev) / HA
    low_rows.append([lowest(gamma(s)).min() * HA for s in
                     (evaluate(truth, z), element_sigma(z), evaluate(model_block, z))])
    assert low_rows[-1][0] > 0 and low_rows[-1][2] > 0
assert low_rows[0][1] < 0

eta = etas_ev[0] / HA
z = grid_ev / HA + 1j * eta
gam_true = gamma(evaluate(truth, z))
sig_el = element_sigma(z)
gam_el = gamma(sig_el)
gam_block = gamma(evaluate(model_block, z))
off_true = gam_true[:, 0, 1].real * HA
assert off_true.min() < 0 < off_true.max()
diag_min = min(gam_el[:, 0, 0].real.min(), gam_el[:, 1, 1].real.min()) * HA
assert diag_min > 0
worst = np.argmin(lowest(gam_el))

# Causal continuation of 11, 22 and (1+2)/sqrt2, then subtraction
g11, g22 = gam_el[:, 0, 0].real, gam_el[:, 1, 1].real
gplus = -evaluate(model_plus, z)[:, 0, 0].imag
assert gplus.min() > 0
low_trick = lowest(assemble(g11, g22, gplus - (g11 + g22) / 2)).min() * HA
assert low_trick < 0

# Pade through the upper nodes only
upper = []
for a, b in ((0, 0), (1, 1), (0, 1)):
    c = thiele_coefficients(nodes, [v[a, b] for v in data])
    upper.append(thiele_value(nodes_np, [complex(x) for x in c], z))
gam_upper = -assemble(*upper).imag
low_upper = lowest(gam_upper).min() * HA
diag_upper = min(gam_upper[:, 0, 0].min(), gam_upper[:, 1, 1].min()) * HA

# Dyson equation: negative eigenvalues of the spectrum of G and of eta + Gamma
h0 = np.diag(eps[chosen])
green = np.linalg.inv(z[:, None, None] * np.eye(2) - h0 - sig_el)
spec_green = gamma(green) / np.pi
neg_green = (np.linalg.eigvalsh(spec_green) < 0).sum(axis=1)
neg_gamma = (np.linalg.eigvalsh(gam_el + eta * np.eye(2)) < 0).sum(axis=1)
assert np.array_equal(neg_green, neg_gamma) and neg_green.max() > 0
low_green = lowest(spec_green).min() / HA
green_block = np.linalg.inv(z[:, None, None] * np.eye(2) - h0
                            - evaluate(model_block, z))
low_green_block = lowest(gamma(green_block) / np.pi).min() / HA
assert low_green_block > 0

# Accuracy: inside the gap, and for the whole spectrum
e1 = eps[chosen[0]] + 0j
gap_values = [s[0] .real * HA for s in
              (evaluate(truth, e1), element_sigma(e1), evaluate(model_block, e1))]
assert max(np.abs(g - gap_values[0]).max() for g in gap_values[1:]) < 0.1


def spectral_error(gam):
    return (np.linalg.norm(gam - gam_true, axis=(1, 2)).sum()
            / np.linalg.norm(gam_true, axis=(1, 2)).sum())


err_el, err_block = spectral_error(gam_el), spectral_error(gam_block)
assert err_block > 0.1

# Noise in the data and the Pick condition
rng = np.random.default_rng(7)
noise = rng.normal(size=(6, 2, 2)) + 1j * rng.normal(size=(6, 2, 2))
noise[:, 1, 0] = noise[:, 0, 1]
levels = [1e-10, 1e-8, 1e-6, 1e-4, 1e-2]
noisy = []
for level in levels:
    vals = []
    for k in range(6):
        v = data[k].copy()
        for a in range(2):
            for b in range(2):
                v[a, b] *= 1 + mp.mpf(level) * mp.mpc(complex(noise[k, a, b]))
        vals.append(v)
    noisy.append(pick_ratio(vals))
assert noisy[-1] < 0

# ---------- two models with round parameters (eV) ----------
wa, wb, pole, shift, width = 2.0, 1.0, 10.0, 0.2, 0.5


def shifted_det(x):
    on = -(1 / (x + 1j * width - pole)).imag
    moved = -(1 / (x + 1j * width - pole - shift)).imag
    return np.linalg.det(np.array([[wa**2 * on, wa * wb * moved],
                                   [wa * wb * moved, wb**2 * on]]))


crossing = brentq(shifted_det, pole - 1, pole + 1, xtol=1e-12)
assert abs(crossing - (pole + shift / 2)) < 1e-8
assert shifted_det(pole - 1) > 0 > shifted_det(pole + 1)

toy_poles = np.array([-30.0, 25.0, 50.0])
toy_w = np.array([[3.0, 1.5], [2.0, -2.0], [1.0, 3.0]])
toy = (toy_poles, np.einsum("sa,sb->sab", toy_w, toy_w))
toy_nodes = [mp.mpc(0, x) for x in (10, 20, 40)]
toy_data = []
for zk in toy_nodes:
    toy_data.append(mp.matrix(2, 2))
    for a in range(2):
        for b in range(2):
            toy_data[-1][a, b] = mp.fsum(
                mp.mpf(toy_w[s, a] * toy_w[s, b]) / (zk - mp.mpf(toy_poles[s]))
                for s in range(3))
z_toy = grid_ev + 0.5j
toy_el = elementwise(toy_nodes, toy_data, z_toy)
toy_error = np.abs(toy_el - evaluate(toy, z_toy)).max()
toy_low = lowest(gamma(toy_el)).min()
assert toy_error < 1e-8 and toy_low > 0


# ---------- output ----------
def pole_text(p):
    p = p[np.argsort(p.real)] * HA
    return " ".join(f"{x.real:.1f}" if abs(x.imag) < 1e-6
                    else f"{x.real:.1f}{x.imag:+.1f}i" for x in p)


print(f"O-H bond {bond} angstrom, angle {angle} degrees, 6-31G, {nmo} orbitals")
print(f"orbital 1 (HOMO-1), orbital 2 (LUMO): {eps[chosen[0]]*HA:.3f}, "
      f"{eps[chosen[1]]*HA:.3f} eV from mid-gap")
print("number of self-energy poles in the sum:", len(true_poles))
print("data frequencies (eV):", " ".join(f"{x:.0f}" for x in nodes_ev))
print(f"pole sum vs frequency integral, max difference: {quad_error*HA:.1e} eV")
print(f"misfit at nodes, element-wise / matrix: {fit_element*HA:.1e} / "
      f"{fit_block*HA:.1e} eV")
print("Pick matrix, lowest/highest eigenvalue (dimensionless):")
print(f"  2x2 data {ratio_block:.2e}, off-diagonal element alone {ratio_offdiag:.2e}")
print("poles of the interpolants (eV from mid-gap):")
print("  11:", pole_text(model11[0]))
print("  22:", pole_text(model22[0]))
print("  12:", pole_text(model12[0]))
block_sorted = model_block[0][np.argsort(model_block[0].real)]
print("  matrix, lower six:", pole_text(block_sorted[:6]))
print("  matrix, upper six:", pole_text(block_sorted[6:]))
print("window -60 to 60 eV, step 0.05 eV; lowest eigenvalue of Gamma (eV):")
for eta_ev, row in zip(etas_ev, low_rows):
    print(f"  eta {eta_ev} eV: exact {row[0]:.3e}, element-wise {row[1]:.3e}, "
          f"matrix {row[2]:.3e}")
print(f"all following spectra at eta = {etas_ev[0]} eV")
print(f"exact Gamma_12, min and max: {off_true.min():.3f}, {off_true.max():.3f} eV")
print(f"element-wise, lowest diagonal Gamma: {diag_min:.3e} eV")
print(f"element-wise, worst energy: {grid_ev[worst]:.2f} eV")
print(f"  Gamma_11, Gamma_22, Gamma_12 there: {g11[worst]*HA:.4f}, "
      f"{g22[worst]*HA:.4f}, {gam_el[worst,0,1].real*HA:.4f} eV")
print(f"share of window with a negative eigenvalue: "
      f"{100*np.mean(lowest(gam_el) < 0):.1f} percent")
print(f"combination trick, lowest eigenvalue: {low_trick:.3f} eV")
print(f"upper-node Pade, lowest eigenvalue: {low_upper:.3f} eV, "
      f"lowest diagonal: {diag_upper:.3f} eV")
print(f"spectral matrix of G, lowest eigenvalue: element-wise {low_green:.3e}, "
      f"matrix {low_green_block:.3e} 1/eV")
print(f"grid points with negative spectrum of G: {np.sum(neg_green > 0)} "
      f"of {len(grid_ev)}")
print("Sigma_11 and Sigma_12 at the energy of orbital 1 (eV):")
for name, g in zip(("exact", "element-wise", "matrix"), gap_values):
    print(f"  {name}: {g[0,0]:.5f}, {g[0,1]:.5f}")
print(f"relative spectral error: element-wise {err_el:.2f}, matrix {err_block:.2f}")
print("relative noise -> Pick lowest/highest eigenvalue:")
for level, r in zip(levels, noisy):
    print(f"  {level:.0e} -> {r:.2e}")
print(f"pole-shift model: pole {pole} eV, shift {shift} eV, eta {width} eV, "
      f"weights {wa}, {wb} eV")
print(f"  determinant changes sign at {crossing:.4f} eV")
print("three-pole model, poles (eV):", " ".join(f"{x:.0f}" for x in toy_poles))
print(f"  element-wise error {toy_error:.1e} eV, lowest eigenvalue {toy_low:.2e} eV")
print("tests ok")
```

It prints:

```
O-H bond 0.96 angstrom, angle 104.5 degrees, 6-31G, 13 orbitals
orbital 1 (HOMO-1), orbital 2 (LUMO): -11.189, 9.583 eV from mid-gap
number of self-energy poles in the sum: 520
data frequencies (eV): 10 20 40 80 160 320
pole sum vs frequency integral, max difference: 3.7e-15 eV
misfit at nodes, element-wise / matrix: 3.8e-16 / 3.8e-16 eV
Pick matrix, lowest/highest eigenvalue (dimensionless):
  2x2 data 7.60e-07, off-diagonal element alone -4.69e-03
poles of the interpolants (eV from mid-gap):
  11: -223.0 -83.1 -40.5 22.9 58.1 109.9
  22: -154.7 -86.0 -37.6 36.4 67.8 118.0
  12: -843.7 -81.6 -38.1 -11.4 37.2 111.8
  matrix, lower six: -238.9 -147.0 -85.8 -83.3 -42.2 -37.6
  matrix, upper six: 13.4 37.3 61.9 71.3 110.5 123.5
window -60 to 60 eV, step 0.05 eV; lowest eigenvalue of Gamma (eV):
  eta 0.5 eV: exact 4.688e-03, element-wise -4.789e+00, matrix 4.685e-03
  eta 2.0 eV: exact 1.873e-02, element-wise -2.785e-01, matrix 1.872e-02
  eta 5.0 eV: exact 4.651e-02, element-wise 4.642e-02, matrix 4.648e-02
all following spectra at eta = 0.5 eV
exact Gamma_12, min and max: -1.935, 4.282 eV
element-wise, lowest diagonal Gamma: 5.256e-03 eV
element-wise, worst energy: -38.10 eV
  Gamma_11, Gamma_22, Gamma_12 there: 1.2074, 2.3673, 6.5511 eV
share of window with a negative eigenvalue: 7.7 percent
combination trick, lowest eigenvalue: -17.526 eV
upper-node Pade, lowest eigenvalue: -0.003 eV, lowest diagonal: -0.000 eV
spectral matrix of G, lowest eigenvalue: element-wise -8.896e-04, matrix 3.359e-05 1/eV
grid points with negative spectrum of G: 55 of 2401
Sigma_11 and Sigma_12 at the energy of orbital 1 (eV):
  exact: 1.32040, 0.22910
  element-wise: 1.31921, 0.25233
  matrix: 1.31908, 0.22869
relative spectral error: element-wise 1.46, matrix 1.23
relative noise -> Pick lowest/highest eigenvalue:
  1e-10 -> 7.60e-07
  1e-08 -> 7.60e-07
  1e-06 -> 7.60e-07
  1e-04 -> 6.92e-07
  1e-02 -> -1.34e-04
pole-shift model: pole 10.0 eV, shift 0.2 eV, eta 0.5 eV, weights 2.0, 1.0 eV
  determinant changes sign at 10.1000 eV
three-pole model, poles (eV): -30 25 50
  element-wise error 0.0e+00 eV, lowest eigenvalue 7.05e-04 eV
tests ok
```
